# The Fowler–Nordheim exponent from WKB tunnelling through a triangular barrier, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Transmission of one electron

### Result and conventions

An electron at the Fermi level of a metal meets an insulating film whose band edge lies an energy $\phi$ above that level. A uniform field lowers the edge linearly across the film. If the edge falls below the electron's energy before the film ends, the forbidden region is a triangle, and the transmission probability is governed by

$$D\sim e^{-B},\qquad B=\frac{4\sqrt{2m_b}}{3\hbar e}\,\frac{\phi^{3/2}}{F}. \tag{1}$$

Here $e>0$ is the elementary charge, $m_b$ is the effective mass in the barrier, and $F>0$ is the magnitude of the field inside the film. The sign $\sim$ means that the exponent is given, while a factor of order one in front of it is not. The proportionality to $\phi^{3/2}/F$ holds at fixed $m_b$.

The metal fills $x<0$ and the film $0<x<d$. The field pushes electrons towards positive $x$, so that the band edge, measured from the Fermi level $E_F$ of the emitting metal, is

$$U(x)-E_F=\phi-eFx,\qquad 0<x<d. \tag{2}$$

The model has one parabolic band in the barrier, a sharp interface, no trapped charge and no scattering. It also leaves out the image force. That force lowers $U(x)$, and with it the decay rate at each point, so including it would reduce the exponent.

The edge meets the electron's energy at the turning point

$$x_t=\frac{\phi}{eF}. \tag{3}$$

It lies inside the film if $eFd\ge\phi$. This is the condition for equation (1); the opposite case is treated below.

### The WKB wave function

For motion along $x$ at energy $E_F$, with no momentum parallel to the film, the Schrödinger equation in the barrier is

$$-\frac{\hbar^2}{2m_b}\psi''+U(x)\psi=E_F\psi .$$

Moving the potential to the right-hand side and multiplying by $2m_b/\hbar^2$ gives

$$\psi''=\kappa^2(x)\,\psi,\qquad \kappa(x)=\frac{\sqrt{2m_b(\phi-eFx)}}{\hbar}. \tag{4}$$

For constant $\kappa$ the solutions would be $e^{\pm\kappa x}$. For slowly varying $\kappa$, write $\psi=e^{S}$. Then $\psi'=S'e^S$ and $\psi''=(S''+S'^2)e^S$, so that

$$S''+S'^2=\kappa^2. \tag{5}$$

If $S'$ changes slowly, $S''$ is small beside $S'^2$. Dropping it gives the leading solution $S_0'=\pm\kappa$. To find the next term, insert $S=S_0+S_1$ into (5):

$$S_0''+S_1''+S_0'^2+2S_0'S_1'+S_1'^2=\kappa^2 .$$

The term $S_0'^2$ cancels $\kappa^2$. The terms $S_1''$ and $S_1'^2$ are of higher order in the slowness. What remains is $2S_0'S_1'=-S_0''$, or

$$S_1'=-\frac{S_0''}{2S_0'}=-\frac{\kappa'}{2\kappa},\qquad S_1=-\tfrac12\ln\kappa+\text{const}.$$

The sign of $S_0'$ has dropped out of the ratio, so both solutions have the same amplitude factor:

$$\psi_\pm(x)\propto\frac{1}{\sqrt{\kappa(x)}}\exp\left(\pm\int_0^x\kappa(x')\,dx'\right). \tag{6}$$

An electron arriving from the left is described near the entrance by the decaying solution $\psi_-$. The growing solution is needed to form an outgoing wave at the far end, where the two are of similar size; traced back to the entrance, it is exponentially smaller. Between entrance and exit the amplitude therefore falls by $\exp(-\int\kappa\,dx)$, apart from slowly varying factors. Probability goes as the square of amplitude:

$$D\sim\exp\left(-2\int_0^{x_t}\kappa(x)\,dx\right). \tag{7}$$

The approximation requires $|S_0''|\ll S_0'^2$, which is $|\kappa'|/\kappa^2=|d(1/\kappa)/dx|\ll1$. The decay length must change little over its own length.

### The triangular integral

Insert (4) into the exponent of (7) and substitute $y=\phi-eFx$. Then $dx=-dy/(eF)$; $x=0$ becomes $y=\phi$, and $x=x_t$ becomes $y=0$. The minus sign reverses the limits:

$$2\int_0^{x_t}\kappa\,dx=\frac{2\sqrt{2m_b}}{\hbar eF}\int_0^\phi y^{1/2}\,dy
=\frac{2\sqrt{2m_b}}{\hbar eF}\cdot\frac23\phi^{3/2}=B. \tag{8}$$

This is equation (1). The powers have a geometrical meaning. With $\kappa_0=\kappa(0)=\sqrt{2m_b\phi}/\hbar$, equation (8) reads

$$B=\frac43\,\kappa_0x_t=2\left(\frac23\kappa_0\right)x_t. \tag{9}$$

The bracket is the mean decay rate over the triangle, proportional to $\sqrt\phi$. The width $x_t$ supplies the factor $\phi/F$. A higher barrier is thus both more opaque per unit length and, at given field, wider.

The slowness condition can now be evaluated. Since $1/\kappa\propto(x_t-x)^{-1/2}$, differentiation gives

$$\frac{d}{dx}\frac1\kappa=\frac{1}{2\kappa(x)(x_t-x)},\qquad
\left.\frac{d}{dx}\frac1\kappa\right|_{x=0}=\frac{1}{2\kappa_0x_t}=\frac{2}{3B}. \tag{10}$$

The last step uses $\kappa_0x_t=3B/4$. The approximation is good at the entrance if $B\gg1$, and it fails close to $x_t$, where the expression diverges. The sharp step at $x=0$ is not a slow variation either. The exact solution below shows that these two failures leave the leading exponent intact; for large $B$ the prefactor comes from the step.

### Practical units and an example

With energies in eV, lengths in nm and fields in V/nm, the number $eFx$ in eV equals the product of the numbers $F$ and $x$. Let $m_r=m_b/m_e$, with $m_e$ the free-electron mass. Using $\hbar^2/(2m_e)=0.0381$ eV nm²,

$$B=6.831\,\sqrt{m_r}\,\frac{\phi^{3/2}}{F}. \tag{11}$$

Take round model parameters: $\phi=3$ eV, $m_r=0.4$, $d=5$ nm and $F=1$ V/nm. The edge drops by 5 eV across the film, more than the 3 eV needed, and the turning point is at 3 nm. The exponent is

$$B=6.831\times0.6325\times5.196=22.45,\qquad e^{-B}=1.78\times10^{-10}.$$

Direct quadrature of $\kappa$ gives the same exponent. The slowness measure at the entrance is $2/(3\times22.45)=0.030$.

### When the film is too thin or the field too weak

If $eFd<\phi$, the electron is still below the band edge at $x=d$. The forbidden region is then a trapezoid, and the lower limit of the $y$ integral is $\phi-eFd$ instead of zero:

$$G=\frac{2\sqrt{2m_b}}{\hbar eF}\int_{\phi-eFd}^{\phi}y^{1/2}dy
=B\left[1-(1-\eta)^{3/2}\right],\qquad \eta=\frac{eFd}{\phi}. \tag{12}$$

At $\eta=1$ this joins $B$ continuously. For small $\eta$, the expansion $(1-\eta)^{3/2}=1-\tfrac32\eta+\tfrac38\eta^2+\dots$ gives

$$G=\frac32B\eta\left(1-\frac\eta4+\dots\right)=2\kappa_0d\left(1-\frac\eta4+\dots\right), \tag{13}$$

because $\tfrac32B\eta=\tfrac32\cdot\tfrac43\kappa_0x_t\cdot d/x_t=2\kappa_0d$. In a weak field the exponent tends to that of a rectangular barrier. It depends on thickness and stays finite, whereas $B$ diverges as $F\to0$.

For the example film the change of regime is at $\phi/(ed)=0.6$ V/nm. At 0.4 V/nm, $\eta=2/3$, and

$$B=56.12,\qquad G=56.12\left[1-(1/3)^{3/2}\right]=45.32 .$$

The triangular formula would make the exponential factor too small by $e^{10.8}$, about $5\times10^4$. The rectangular value $2\kappa_0d$ is also 56.12. This agreement with $B$ follows from the chosen field: by (9), $B=2\kappa_0d$ when $x_t=3d/2$, which is $F=2\phi/(3ed)=0.4$ V/nm.

### Exact solution for a linear edge

Equation (4) can be solved without WKB. Write $\kappa^2=2m_beF(x_t-x)/\hbar^2$ and define

$$L=\left(\frac{\hbar^2}{2m_beF}\right)^{1/3},\qquad z=\frac{x_t-x}{L}. \tag{14}$$

Then $\kappa^2=(x_t-x)/L^3=z/L^2$ and $d^2/dx^2=L^{-2}d^2/dz^2$, so (4) becomes the Airy equation $\psi_{zz}=z\psi$. Its solutions are $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$.

First let the linear edge continue without end. Far beyond the turning point $z=-s$ with $s\gg1$, and with $\theta=\tfrac23s^{3/2}+\tfrac\pi4$ the Airy functions behave as

$$\mathrm{Ai}\approx\frac{\sin\theta}{\sqrt\pi\,s^{1/4}},\qquad
\mathrm{Bi}\approx\frac{\cos\theta}{\sqrt\pi\,s^{1/4}} .$$

The combination $\psi=\mathrm{Bi}+i\,\mathrm{Ai}$ is therefore proportional to $e^{i\theta}$. Its phase grows with $x$, so it is the outgoing wave. Its flux is $(\hbar/m_b)\,\mathrm{Im}(\psi^*\psi_x)$. With $\psi_x=-\psi_z/L$ and the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$,

$$\mathrm{Im}(\psi^*\psi_x)=-\frac{\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}'}{L}=\frac{1}{\pi L}. \tag{15}$$

In the metal, with mass $m$ and wave number $k$, the wave is $Ae^{ikx}+Re^{-ikx}$. Continuity of $\psi$ and of $\psi'/m$, which keeps the flux continuous, requires at $x=0$

$$A+R=\psi(0),\qquad A-R=\frac{m\,\psi'(0)}{ik\,m_b}.$$

Half the sum is the incoming amplitude, and the ratio of fluxes is the transmission:

$$A=\frac12\left[\psi(0)+\frac{m\,\psi'(0)}{ik\,m_b}\right],\qquad
D=\frac{\hbar/(\pi m_bL)}{\hbar k|A|^2/m}=\frac{m}{\pi m_bkL|A|^2}. \tag{16}$$

This is exact for the endless ramp.

### The exponent and prefactor from the exact solution

Let $z_0=x_t/L$ be the value at the entrance. For $z_0\gg1$, $\mathrm{Ai}(z_0)$ is exponentially small and

$$\mathrm{Bi}(z_0)\approx\frac{e^{\zeta_0}}{\sqrt\pi\,z_0^{1/4}},\qquad \mathrm{Bi}'(z_0)\approx\sqrt{z_0}\,\mathrm{Bi}(z_0),\qquad \zeta_0=\tfrac23z_0^{3/2}.$$

Since $\kappa_0=\sqrt{z_0}/L$, the derivative is $\psi'(0)\approx-\kappa_0\mathrm{Bi}(z_0)$. With $u=m\kappa_0/(m_bk)$, equation (16) gives $|A|^2\approx\tfrac14\mathrm{Bi}^2(z_0)(1+u^2)$, and so

$$D\approx\frac{4m\sqrt{z_0}}{m_bkL(1+u^2)}e^{-2\zeta_0}=\frac{4u}{1+u^2}\,e^{-B}. \tag{17}$$

The exponent agrees because $2\zeta_0=\tfrac43z_0^{3/2}=\tfrac43\kappa_0x_t=B$. The prefactor is at most 2, reached at $u=1$, and does not contain $F$.

For a metal with the free-electron mass and a Fermi energy $E_K=5$ eV, $u^2=\phi/(m_rE_K)=3/(0.4\times5)=1.5$. The prefactor is then 1.96, and (17) gives $3.49\times10^{-10}$. The exact ramp value is $3.51\times10^{-10}$, higher by 0.6% of the estimate. In tests at 0.5 and 0.25 V/nm the relative error of (17) halves, within 10%, when the field is halved, as expected for a correction proportional to $1/B$. Slopes of the exact $\ln D$ against $1/F$, taken at 1 V/nm, give a power 1.500 for $\phi$ between 2 and 4 eV, and 0.500 for $m_b$ between 0.4 and 0.8 free-electron masses.

## Part 2. Finite films and the current density

### Symbols and results carried over

The film occupies $0<x<d$, with barrier height $\phi$, barrier mass $m_b=m_rm_e$ and field $F$. The metals have mass $m$, here the free-electron mass, and Fermi energy $E_K$; $k$ is the wave number of the incoming electron. The turning point is $x_t=\phi/(eF)$, the decay rate at the entrance is $\kappa_0=\sqrt{2m_b\phi}/\hbar$, and

$$B=\frac{4\sqrt{2m_b}\,\phi^{3/2}}{3\hbar eF}=\frac43\kappa_0x_t .$$

For $\eta=eFd/\phi<1$ the exponent is $G=B[1-(1-\eta)^{3/2}]$. The Airy variable is $z=(x_t-x)/L$ with $L^3=\hbar^2/(2m_beF)$; it equals $z_0$ at the entrance. For an endless ramp $D\approx[4u/(1+u^2)]e^{-B}$, with $u=m\kappa_0/(m_bk)$. The example has $\phi=3$ eV, $m_r=0.4$, $d=5$ nm, $F=1$ V/nm and $E_K=5$ eV, which gives $B=22.45$.

### What the far face of the film does

A real film ends at a second metal. Let it be identical to the first, with its levels lowered by $eFd$, so that the transmitted electron has wave number $q$ given by $\hbar^2q^2/(2m)=E_K+eFd$. Choose the transmitted wave $e^{iq(x-d)}$. At $x=d$, on the film side,

$$\psi=1,\qquad \psi_x=\frac{iq\,m_b}{m},\qquad \psi_z=-L\psi_x=-iv,\qquad v=\frac{Lq\,m_b}{m}. \tag{18}$$

Inside the film $\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z)$. Solving the two linear equations for $\psi$ and $\psi_z$ at $z_d=(x_t-d)/L$, with determinant $1/\pi$, gives

$$a=\pi\left[\mathrm{Bi}'(z_d)+iv\,\mathrm{Bi}(z_d)\right],\qquad
b=-\pi\left[\mathrm{Ai}'(z_d)+iv\,\mathrm{Ai}(z_d)\right]. \tag{19}$$

The incoming amplitude $A$ follows from $\psi(0)$ and $\psi'(0)$ as in Part 1:

$$A=\frac12\left[\psi(0)+\frac{m\,\psi'(0)}{ik\,m_b}\right],\qquad D=\frac{q}{k|A|^2}. \tag{20}$$

This is the exact transmission of the film in this model.

For an opaque barrier the $\mathrm{Bi}$ term dominates at the entrance. Then $|A|^2\approx\tfrac14|b|^2\mathrm{Bi}^2(z_0)(1+u^2)$, while the endless ramp has the same expression with $b=1$ and a flux factor $m/(\pi m_bkL)$ in place of $q/k$. The common factors cancel in the ratio:

$$\frac{D_{\rm film}}{D_{\rm ramp}}\approx\frac{\pi m_bLq}{m|b|^2}
=\frac{v}{\pi\left[v^2\mathrm{Ai}^2(z_d)+\mathrm{Ai}'^2(z_d)\right]}. \tag{21}$$

If the film extends well past the turning point, $z_d=-s$ with $s\gg1$. Then $\mathrm{Ai}^2\approx\sin^2\theta/(\pi\sqrt s)$ and $\mathrm{Ai}'^2\approx\sqrt s\cos^2\theta/\pi$, with $\theta=\tfrac23s^{3/2}+\tfrac\pi4$, and

$$\frac{D_{\rm film}}{D_{\rm ramp}}\approx\frac{1}{r\sin^2\theta+r^{-1}\cos^2\theta},\qquad r=\frac{v}{\sqrt s}. \tag{22}$$

The local wave number in the film at its far face is $\sqrt s/L$, so $r$ is the ratio of the electron's speed in the second metal to its speed in the film there. Unequal speeds cause reflection, and the ratio oscillates between $r$ and $1/r$ as thickness changes the phase. At equal speeds the oscillation vanishes to this order in large $s$. The exponent $B$ does not enter.

For the 5 nm film the exact transmission is $3.83\times10^{-10}$, against $3.51\times10^{-10}$ for the ramp. Over sampled thicknesses from 4 to 8 nm at fixed field, the ratio stays between 0.63 and 1.81. Doubling the thickness thus leaves the exponent alone, provided that the field, and not the voltage, is held fixed.

For one electron at the Fermi level, we now have the exponents for triangular and trapezoidal barriers and the exact transmission of a finite film, whose far face changes the prefactor but not the exponent $B$ when the film extends well past the turning point. What remains is the prefactor of the trapezoid, the current density from all filled states, and the use of its field dependence to infer the barrier height.

Numbers in the example were calculated in double precision.
